# Low-temperature limit of harmonic transition-state theory with quantum oscillators: a numerical check

```python
"""
Harmonic transition-state theory with quantum oscillator partition functions
and a classical reaction coordinate (no tunnelling).
Result under test:
  k = (kT/h) exp(-V/kT) prod_i 2 sinh(w_i/2kT) / prod_j 2 sinh(s_j/2kT)
  k -> (kT/h) exp(-E0/kT) at low T,  E0 = V + sum(s_j)/2 - sum(w_i)/2
V: saddle energy above the minimum; w_i: vibrational quanta at the minimum;
s_j: real vibrational quanta at the saddle; all in eV. T in K, rates in 1/s.
The unstable-mode quantum enters only the estimate of neglected tunnelling.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq

KB = const.k / const.e          # eV/K
H = const.h / const.e           # eV s

# Rough, rounded inputs for a hydrogen hop along a dimer row of Si(001)
V = 1.70
MIN_Q = np.array([0.26, 0.08, 0.08])
SAD_Q = np.array([0.16, 0.10])
BAR_Q = 0.12
E0 = V + SAD_Q.sum() / 2 - MIN_Q.sum() / 2

# Sinc-grid Hamiltonian in units of one vibrational quantum
x = np.linspace(-18.0, 18.0, 241)
dx = x[1] - x[0]
diff = np.arange(x.size)[:, None] - np.arange(x.size)[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(diff) / safe**2) / dx**2
levels = np.linalg.eigvalsh(kinetic + np.diag(x**2 / 2))[:90]


def direct_partition(quanta, T):
    """Sum Boltzmann factors over numerically diagonalized levels."""
    return np.prod([np.exp(-q * levels / (KB * T)).sum() for q in quanta])


def direct_rate(T):
    """Classical flux by quadrature times directly summed partition ratio."""
    kT = KB * T
    flux = quad(lambda p: p * np.exp(-p * p / (2 * kT)),
                0, 12 * np.sqrt(kT), epsabs=0, epsrel=1e-11)[0] / H
    ratio = direct_partition(SAD_Q, T) / direct_partition(MIN_Q, T)
    return flux * ratio * np.exp(-V / kT)


def full_rate(T):
    kT = KB * T
    return (kT / H * np.exp(-V / kT) * np.prod(2 * np.sinh(MIN_Q / (2 * kT)))
            / np.prod(2 * np.sinh(SAD_Q / (2 * kT))))


def limit_rate(T):
    return KB * T / H * np.exp(-E0 / (KB * T))


def classical_rate(T):
    return MIN_Q.prod() / SAD_Q.prod() / H * np.exp(-V / (KB * T))


def slope_formula(T):
    kT = KB * T
    return (V + kT + np.sum(SAD_Q / 2 / np.tanh(SAD_Q / (2 * kT)))
            - np.sum(MIN_Q / 2 / np.tanh(MIN_Q / (2 * kT))))


def slope_numeric(T):
    beta = 1 / (KB * T)
    step = 1e-3 * beta
    up = np.log(direct_rate(1 / (KB * (beta + step))))
    down = np.log(direct_rate(1 / (KB * (beta - step))))
    return -(up - down) / (2 * step)


# Normal modes: coupled two-dimensional oscillator, diagonalized in a basis
n = 30
pos = np.diag(np.sqrt(np.arange(1, n) / 2), 1)
pos = pos + pos.T
ladder, one = np.diag(np.arange(n) + 0.5), np.eye(n)
coupled = (np.kron(ladder, one) + np.kron(one, ladder + pos @ pos / 2)
           + 0.4 * np.kron(pos, pos))
q_coupled = np.exp(-np.linalg.eigvalsh(coupled)).sum()
freq = np.sqrt(np.linalg.eigvalsh(np.array([[1.0, 0.4], [0.4, 2.0]])))
assert abs(q_coupled * np.prod(2 * np.sinh(freq / 2)) - 1) < 1e-5

# Full rate against diagonalization, level sums and flux quadrature
for T in (150, 300, 700, 900, 2000):
    assert abs(direct_rate(T) / full_rate(T) - 1) < 1e-7

# Low-temperature limit and its leading error
kT = KB * 100
deviation = direct_rate(100) / limit_rate(100) - 1
leading = np.exp(-SAD_Q / kT).sum() - np.exp(-MIN_Q / kT).sum()
assert abs(deviation) < 2e-4
assert abs(deviation / leading - 1) < 2e-3

# Classical limit with its first quantum correction
kT = KB * 3000
log_ratio = np.log(direct_rate(3000) / classical_rate(3000))
first = (np.sum(MIN_Q**2) - np.sum(SAD_Q**2)) / (24 * kT**2)
assert first > 0.01 and abs(log_ratio - first) < 1e-3

# Local Arrhenius slope, and its low-temperature value
assert abs(slope_numeric(700) - slope_formula(700)) < 1e-5
assert abs(slope_numeric(100) - (E0 + KB * 100)) < 5e-5


# Tunnelling estimate: symmetric Eckart barrier of height E0
def transmission(E):
    a = np.sinh(2 * np.pi * np.sqrt(E * E0) / BAR_Q)**2
    b = np.cosh(np.pi / 2 * np.sqrt(16 * E0**2 / BAR_Q**2 - 1))**2
    return a / (a + b)


def transmission_numeric(E):
    """Integrate the Schroedinger equation from the transmitted side."""
    k = 2 * np.sqrt(E * E0) / BAR_Q
    top = 4 * E0**2 / BAR_Q**2
    end = 12.0
    start = np.exp(1j * k * end)
    sol = solve_ivp(lambda y, f: [f[1], (top / np.cosh(y)**2 - k * k) * f[0]],
                    (end, -end), [start, 1j * k * start],
                    method="DOP853", rtol=1e-10, atol=1e-11)
    assert sol.success
    psi, slope = sol.y[:, -1]
    return 1 / abs((psi + slope / (1j * k)) / 2)**2


for E in (E0 - 0.05, E0 + 0.03):
    assert abs(transmission_numeric(E) / transmission(E) - 1) < 1e-4


def tunnel_integrand(T):
    E = np.linspace(0, E0 + 40 * KB * T, 40001)
    return E, transmission(E) * np.exp(-(E - E0) / (KB * T)) / (KB * T)


def tunnel_factor(T):
    E, f = tunnel_integrand(T)
    return simpson(f, x=E)


def parabolic_factor(u):
    return (u / 2) / np.sin(u / 2)


kT = KB * 700
para_quad = quad(lambda e: np.exp(-e / kT) / (1 + np.exp(-2*np.pi*e/BAR_Q)),
                 -1.5, 2.5, points=[0], limit=300)[0] / kT
para_700 = parabolic_factor(BAR_Q / kT)
assert abs(para_quad / para_700 - 1) < 1e-6
assert abs(tunnel_factor(700) / para_700 - 1) < 0.03

T_cross = BAR_Q / (2 * np.pi * KB)
E_grid, weight = tunnel_integrand(150)
E_peak = E_grid[np.argmax(weight)]
E_peak_rule = E0 * (150 / T_cross)**2
assert abs(E_peak - E_peak_rule) < 0.01

# Temperature where the limiting form is one percent above the full rate
T_one = brentq(lambda T: limit_rate(T) / full_rate(T) - 1.01, 80, 500)
assert abs(limit_rate(T_one) / direct_rate(T_one) - 1.01) < 1e-6
u_soft = brentq(lambda u: parabolic_factor(u) - 1.1, 0.1, 3.0)
soft_barrier = u_soft * KB * T_one

# Mean waiting time with two independent, equal exits
k700 = full_rate(700)
wait = 1 / (2 * k700)
survival_area = quad(lambda u: np.exp(-u) * np.exp(-u), 0, np.inf)[0] / k700
assert abs(survival_area / wait - 1) < 1e-7

# Sensitivities to effects left out, at 700 K
barrier_factor = np.exp(0.1 / kT)
soft_q, stiff_q = 0.03, 0.03 * 1.05
substrate_factor = (np.sinh(soft_q / (2*kT)) / np.sinh(stiff_q / (2*kT)))**10
well_depth = 3.3                # eV, rough Morse depth of the Si-H stretch
d = well_depth / MIN_Q[0]
morse = np.diag(d * (1 - np.exp(-x / np.sqrt(2 * d)))**2)
morse_ground = np.linalg.eigvalsh(kinetic + morse)[0]
morse_shift = (morse_ground - 0.5) * MIN_Q[0]
assert abs(morse_shift + MIN_Q[0]**2 / (16 * well_depth)) < 1e-6
morse_factor = np.exp(morse_shift / kT)

print(f"barrier V: {V:.2f} eV")
print("quanta at minimum:", *[f"{q:.2f}" for q in MIN_Q], "eV")
print("quanta at saddle:", *[f"{q:.2f}" for q in SAD_Q], "eV")
print(f"unstable-mode quantum: {BAR_Q:.2f} eV")
print(f"zero-point energy, minimum: {MIN_Q.sum()/2:.3f} eV")
print(f"zero-point energy, saddle: {SAD_Q.sum()/2:.3f} eV")
print(f"corrected barrier E0: {E0:.3f} eV")
print(f"classical prefactor: {MIN_Q.prod()/SAD_Q.prod()/H:.3e} 1/s")
for T in (150, 300, 700, 900):
    print(f"T = {T} K: kT = {KB*T:.5f} eV")
    print(f"  kT/h: {KB*T/H:.3e} 1/s")
    print(f"  full rate: {full_rate(T):.3e} 1/s")
    print(f"  limiting rate: {limit_rate(T):.3e} 1/s")
    print(f"  limiting/full: {limit_rate(T)/full_rate(T):.4f} (no unit)")
    print(f"  classical rate: {classical_rate(T):.3e} 1/s")
    print(f"  full/classical: {full_rate(T)/classical_rate(T):.4g} (no unit)")
    print(f"  Eckart tunnelling factor: {tunnel_factor(T):.4g} (no unit)")
print(f"limit within 1 percent below: {T_one:.1f} K")
print(f"tunnelling crossover T_c: {T_cross:.1f} K")
print(f"unstable quantum for 10% tunnelling there: {soft_barrier:.4f} eV")
print(f"dominant energy at 150 K: {E_peak:.3f} eV")
print(f"rule E0 (T/T_c)^2 at 150 K: {E_peak_rule:.3f} eV")
print(f"Arrhenius slope at 700 K: {slope_formula(700):.4f} eV")
print(f"mean wait, two exits, 700 K: {wait:.4e} s")
print(f"parabolic tunnelling factor, 700 K: {para_700:.3f} (no unit)")
print(f"factor for 0.1 eV lower barrier, 700 K: {barrier_factor:.2f} (no unit)")
print(f"factor for ten stiffer modes, 700 K: {substrate_factor:.3f} (no unit)")
print(f"assumed Morse depth: {well_depth:.1f} eV")
print(f"Morse zero-point shift: {morse_shift:.5f} eV")
print(f"factor from Morse shift, 700 K: {morse_factor:.3f} (no unit)")
print("no test failed")
```

Output:

```
barrier V: 1.70 eV
quanta at minimum: 0.26 0.08 0.08 eV
quanta at saddle: 0.16 0.10 eV
unstable-mode quantum: 0.12 eV
zero-point energy, minimum: 0.210 eV
zero-point energy, saddle: 0.130 eV
corrected barrier E0: 1.620 eV
classical prefactor: 2.515e+13 1/s
T = 150 K: kT = 0.01293 eV
  kT/h: 3.125e+12 1/s
  full rate: 1.158e-42 1/s
  limiting rate: 1.162e-42 1/s
  limiting/full: 1.0037 (no unit)
  classical rate: 1.919e-44 1/s
  full/classical: 60.36 (no unit)
  Eckart tunnelling factor: 1.34e+07 (no unit)
T = 300 K: kT = 0.02585 eV
  kT/h: 6.251e+12 1/s
  full rate: 3.556e-15 1/s
  limiting rate: 3.812e-15 1/s
  limiting/full: 1.0721 (no unit)
  classical rate: 6.946e-16 1/s
  full/classical: 5.119 (no unit)
  Eckart tunnelling factor: 3.03 (no unit)
T = 700 K: kT = 0.06032 eV
  kT/h: 1.459e+13 1/s
  full rate: 2.239e+01 1/s
  limiting rate: 3.165e+01 1/s
  limiting/full: 1.4135 (no unit)
  classical rate: 1.449e+01 1/s
  full/classical: 1.546 (no unit)
  Eckart tunnelling factor: 1.191 (no unit)
T = 900 K: kT = 0.07756 eV
  kT/h: 1.875e+13 1/s
  full rate: 1.005e+04 1/s
  limiting rate: 1.590e+04 1/s
  limiting/full: 1.5827 (no unit)
  classical rate: 7.602e+03 1/s
  full/classical: 1.322 (no unit)
  Eckart tunnelling factor: 1.112 (no unit)
limit within 1 percent below: 180.1 K
tunnelling crossover T_c: 221.6 K
unstable quantum for 10% tunnelling there: 0.0232 eV
dominant energy at 150 K: 0.742 eV
rule E0 (T/T_c)^2 at 150 K: 0.742 eV
Arrhenius slope at 700 K: 1.6546 eV
mean wait, two exits, 700 K: 2.2327e-02 s
parabolic tunnelling factor, 700 K: 1.186 (no unit)
factor for 0.1 eV lower barrier, 700 K: 5.25 (no unit)
factor for ten stiffer modes, 700 K: 0.607 (no unit)
assumed Morse depth: 3.3 eV
Morse zero-point shift: -0.00128 eV
factor from Morse shift, 700 K: 0.979 (no unit)
no test failed
```
